\section*{Mixture Diffusivity of a Trace Precursor from Maxwell-Stefan Friction}

At 900 K and 100 Torr, a model precursor of molar mass 115 g/mol diffuses with $16.2\ \mathrm{cm^2/s}$ in a light carrier gas of 2 g/mol and with $3.80\ \mathrm{cm^2/s}$ in a heavy one of 28 g/mol. In an equal mixture of the two carriers its diffusivity is $6.15\ \mathrm{cm^2/s}$, far below the arithmetic mean of $9.99\ \mathrm{cm^2/s}$. The reason is that the carriers contribute friction, and it is friction, the reciprocal of diffusivity, that adds.

Let species 1 be the precursor and let $j$ run over the carriers. The gas is ideal, with uniform temperature $T$ and pressure $p$, number density $n=p/kT$ and molar concentration $c=p/RT$. There are no body forces, and walls are many free paths away. Molecules are hard spheres, and $\sigma$ is the mean of the two diameters in a colliding pair. Suppose that species 1 and $j$ have Maxwellian velocity distributions with mean velocities $\mathbf u_1$ and $\mathbf u_j$. The relative velocity $\mathbf g=\mathbf v_1-\mathbf v_j$ is then Gaussian, with mean $\mathbf w=\mathbf u_1-\mathbf u_j$ and variance $kT/m_1+kT/m_j=kT/\mu$ per component, where $\mu=m_1m_j/(m_1+m_j)$.

A collision changes $\mathbf g$ into $\mathbf g'$ and takes the momentum $\mu(\mathbf g-\mathbf g')$ from molecule 1. Hard spheres scatter isotropically in the centre-of-mass frame, so $\mathbf g'$ averages to zero and the mean loss is $\mu\mathbf g$. Collisions occur at the rate $n_1n_j\pi\sigma^2g$ per volume. Species 1 therefore loses momentum, per volume and time, at the rate
\begin{equation}
\mathbf F=n_1n_j\,\mu\pi\sigma^2\langle g\,\mathbf g\rangle .
\end{equation}
For drift small against thermal speed, the Gaussian is its zero-drift form times $1+\mu\,\mathbf w\cdot\mathbf g/kT$. The first term gives no average by symmetry. With $z$ along $\mathbf w$, the second gives
\begin{equation}
\langle g g_z\rangle=\frac{\mu w}{kT}\langle g g_z^2\rangle_0
=\frac{\mu w}{3kT}\langle g^3\rangle_0 .
\end{equation}
Writing $a=\mu/2kT$, the ratio of moments is
\begin{equation}
\frac{\langle g^3\rangle_0}{\langle g\rangle_0}
=\frac{\int_0^\infty g^5e^{-ag^2}dg}{\int_0^\infty g^3e^{-ag^2}dg}
=\frac{1/a^3}{1/(2a^2)}=\frac{4kT}{\mu}.
\end{equation}
Hence $\langle gg_z\rangle=\tfrac43\bar g\,w$ with $\bar g=\langle g\rangle_0=\sqrt{8kT/\pi\mu}$, and
\begin{equation}
\mathbf F=\tfrac43\,n_1n_j\,\mu\pi\sigma^2\bar g\,(\mathbf u_1-\mathbf u_j).
\end{equation}

The binary diffusivity $D_{1j}$ is defined by writing the same force density as $p\,x_1x_j(\mathbf u_1-\mathbf u_j)/D_{1j}$, where $x_i=n_i/n$. Since $n_1n_j=n^2x_1x_j$ and $p=nkT$,
\begin{equation}
D_{1j}=\frac{3kT}{4n\mu\pi\sigma^2\bar g}
=\frac{3}{8n\sigma^2}\sqrt{\frac{kT}{2\pi\mu}} .
\label{binary}
\end{equation}
In this displaced-Maxwellian approximation it depends on the total density $n$ and not on the proportions of the pair. The full kinetic value does depend on them: for the two carriers of the example it lies 11\% above (\ref{binary}) when the light gas is the trace and within 0.1\% of it when the heavy gas is. The diameters 0.55, 0.27 and 0.37 nm for precursor, light and heavy carrier, with $n=1.073\times10^{24}\ \mathrm{m^{-3}}$, give the two binary values quoted above.

In slow diffusion the acceleration of the precursor is negligible, so its partial-pressure gradient balances the total friction:
\begin{equation}
\nabla(px_1)=-\sum_j\frac{p\,x_1x_j}{D_{1j}}(\mathbf u_1-\mathbf u_j).
\end{equation}
Collisions between two precursor molecules conserve the momentum of species 1 and so do not appear. Dividing by $p$ and using the molar fluxes $\mathbf N_i=cx_i\mathbf u_i$ gives the Maxwell-Stefan equation
\begin{equation}
\nabla x_1=\sum_j\frac{x_1\mathbf N_j-x_j\mathbf N_1}{c\,D_{1j}} .
\label{ms}
\end{equation}

Let $y_j$ be the mole fractions among the carriers alone, with $\sum_jy_j=1$. Then $x_j=(1-x_1)y_j$, which tends to $y_j$ for a trace precursor. In that limit $\nabla x_1$, $\mathbf N_1$ and $x_1\mathbf N_j$ are all of first order in the precursor fraction, so all three stay. Collecting the terms in $\mathbf N_1$,
\begin{equation}
\mathbf N_1\sum_j\frac{y_j}{D_{1j}}
=-c\nabla x_1+x_1\sum_j\frac{\mathbf N_j}{D_{1j}} .
\end{equation}
Division by the sum on the left, with $\mathbf N_j=cy_j\mathbf u_j$, yields
\begin{equation}
\mathbf N_1=-cD_{1m}\nabla x_1+cx_1\mathbf u_f,\qquad
\frac1{D_{1m}}=\sum_j\frac{y_j}{D_{1j}},\qquad
\mathbf u_f=D_{1m}\sum_j\frac{y_j\mathbf u_j}{D_{1j}} .
\label{main}
\end{equation}
The mixture diffusivity is the reciprocal of the sum, a harmonic mean. The second term is a drift with the carriers, averaged with weights $D_{1m}y_j/D_{1j}$ that add to one. If all carriers share a velocity $\mathbf u$, then $\mathbf u_f=\mathbf u$. If they move relative to one another, $D_{1m}$ is unchanged but the drift is weighted toward the carrier that exerts more friction.

In the example the light carrier contributes $0.5/16.183=0.0309\ \mathrm{s/cm^2}$ and the heavy one $0.5/3.799=0.1316\ \mathrm{s/cm^2}$. Their sum is $0.1625\ \mathrm{s/cm^2}$, so
\begin{equation}
D_{1m}=6.15\ \mathrm{cm^2/s}=6.15\times10^{-4}\ \mathrm{m^2/s}.
\end{equation}
The heavy carrier supplies 81\% of the friction from half of the molecules. Even a frictionless light carrier could not raise $D_{1m}$ above $3.80/0.5=7.6\ \mathrm{cm^2/s}$ at this composition. The same weighting makes the two ends of the composition range unequal. Replacing a quarter of the heavy gas by light gas raises the diffusivity from 3.80 to $4.70\ \mathrm{cm^2/s}$, whereas replacing a quarter of the light gas by heavy gas lowers it from 16.2 to $8.92\ \mathrm{cm^2/s}$.

Now consider a plane layer of thickness $L=10$ mm. At $z=0$ the precursor fraction is $x_0=2\times10^{-4}$; at $z=L$ a surface consumes every arriving precursor molecule, so $x_1=0$ there. With stagnant carriers and steady flux, $x_1$ falls linearly and
\begin{equation}
N_1=\frac{cD_{1m}x_0}{L}
=\frac{1.782\times6.153\times10^{-4}\times2\times10^{-4}}{0.010}
=2.19\times10^{-5}\ \mathrm{mol\,m^{-2}s^{-1}} .
\end{equation}
If each mole of precursor yields one mole of film of volume $14.0\ \mathrm{cm^3}$, the film grows at $3.07\times10^{-10}\ \mathrm{m/s}$, or $1.1\ \mathrm{\mu m/h}$. Because $c\propto p$ and $D_{1m}\propto1/p$, this flux does not depend on pressure at fixed $x_0$, $L$ and $T$. With the same quantities and the pressure held fixed, raising the light fraction from 0.50 to 0.75 increases it by the ratio $8.92/6.15=1.45$. In a reactor, however, the gas flow sets $L$. In stagnation flow at fixed strain rate, for example, $L\propto p^{-1/2}$, so the flux grows as $\sqrt p$. A lighter carrier mixture also thickens the layer there, which cancels part of the gain from faster diffusion.

The drift term matters when carriers pass through the layer, as they can at a permeable plane. For a common velocity $u$ toward $z=L$, equation (\ref{main}) reads $dx_1/dz-(u/D_{1m})x_1=-N_1/(cD_{1m})$. Multiplication by $e^{-uz/D_{1m}}$ turns the left side into a total derivative, and integration from 0 to $L$ gives
\begin{equation}
-x_0=-\frac{N_1}{cu}\left(1-e^{-P}\right),\qquad
N_1=\frac{cD_{1m}x_0}{L}\,\frac{P}{1-e^{-P}},\qquad P=\frac{uL}{D_{1m}} .
\label{flow}
\end{equation}
For $P\to0$ the last factor tends to one; for large $P$ the flux becomes $cux_0$, pure convection. At $P=0.8$ the factor is 1.453. A numerical solution of the Maxwell-Stefan equations for all three species, with $x_0=10^{-6}$, gives the same value.

Carriers that diffuse against each other drag the precursor even when their total molar flux vanishes. Let the light fraction rise by $\delta=0.1$ from source to surface, about a mean of one half, with $N_L=-N_H$ for the light and heavy carriers. Their own Maxwell-Stefan equation, with precursor friction neglected, is
\begin{equation}
\frac{dy_L}{dz}=\frac{y_LN_H-y_HN_L}{cD_{LH}}=-\frac{N_L}{cD_{LH}} ,
\end{equation}
because $y_L+y_H=1$. Hence $N_LL/c=-D_{LH}\delta$. With $s=z/L$ and $r(s)=\sum_jy_j(s)/D_{1j}$, equation (\ref{ms}) for the trace precursor becomes
\begin{equation}
\frac{dx_1}{ds}=Bx_1-\frac{N_1L}{c}\,r(s),\qquad
B=D_{LH}\,\delta\left(\frac1{D_{1H}}-\frac1{D_{1L}}\right).
\end{equation}
The integrating factor $e^{-Bs}$ and the condition $x_1(1)=0$ give
\begin{equation}
x_0=\frac{N_1L}{c}\int_0^1e^{-Bs}r(s)\,ds .
\end{equation}
With $D_{LH}=27.3\ \mathrm{cm^2/s}$ from (\ref{binary}) one finds $B=0.549$, and the flux is 1.29 times its value for stagnant carriers of the mean composition. These digits belong to the Maxwell-Stefan model; $B$ is proportional to $D_{LH}$ and shares its kinetic correction, which for this unequal pair can reach 11\%. The numerical three-species solution at $x_0=10^{-6}$ agrees with this integral to within one part in $10^5$. The heavy carrier moves toward the surface, the light one moves away, and the precursor follows the heavy one. Fick's law with $D_{1m}$ alone would miss this 29\% even though $D_{1m}$ itself is correct. A wafer that neither absorbs nor emits carriers cannot sustain such fluxes in steady state. There they can accompany a change of carrier composition, and, if the composition at the source is held fixed, their slowest part decays with the time constant $4L^2/(\pi^2D_{LH})\approx0.015$ s.

The trace limit can be tested by letting $x_0$ be finite while the carriers are at rest. The Maxwell-Stefan equation for carrier $j$ is then $dx_j/ds=qx_j/D_{1j}$, with $q=N_1L/c$. Its solution is $x_j=(1-x_0)y_je^{qs/D_{1j}}$, where $y_j$ is now the carrier composition at the source. At the surface the carrier fractions must sum to one:
\begin{equation}
\frac1{1-x_0}=\sum_jy_je^{q/D_{1j}}
=1+\frac q{D_{1m}}+\frac{q^2}{2}\sum_j\frac{y_j}{D_{1j}^2}+\dots
\end{equation}
The left side is $1+x_0+x_0^2+\dots$. Inserting $q=D_{1m}x_0(1+\alpha x_0)$ and comparing terms in $x_0^2$,
\begin{equation}
\alpha=1-\frac{D_{1m}^2}{2}\sum_j\frac{y_j}{D_{1j}^2} .
\end{equation}
For a single carrier $\alpha=\tfrac12$; here it is 0.308, and the numerical three-species solution at $x_0=10^{-3}$ also gives 0.308. At the example's loading the trace formula errs by 0.006\% of its own flux.

A more basic question is whether friction from different carriers really adds. The argument above gave the precursor a Maxwellian distribution displaced as a whole, but a density gradient also distorts its shape. In kinetic theory the trace distribution, for carriers in equilibrium at rest, is the Maxwellian times $n_1-h(\mathbf v)\,dn_1/dz$. The linear Boltzmann equation requires $\mathcal Lh=v_z$, where $\mathcal L\phi$ is the collision rate times the mean of $\phi(\mathbf v)-\phi(\mathbf v')$. The flux is then $-\langle v_zh\rangle\,dn_1/dz$, so $D=\langle v_zh\rangle=\langle h\mathcal Lh\rangle$, with averages over the Maxwellian.

Detailed balance makes $\mathcal L$ symmetric, and $\langle\phi\mathcal L\phi\rangle$ is half the mean rate of $(\phi-\phi')^2$, hence not negative. For any trial function with $\langle v_z\phi\rangle=1$, the Cauchy-Schwarz inequality gives
\begin{equation}
1=\langle\phi\mathcal Lh\rangle^2\le
\langle\phi\mathcal L\phi\rangle\langle h\mathcal Lh\rangle
=D\,\langle\phi\mathcal L\phi\rangle ,
\end{equation}
with equality for $\phi=h/D$. Thus $1/D$ is the minimum of $\langle\phi\mathcal L\phi\rangle$. At fixed total density $\mathcal L=\sum_jy_j\mathcal L_j$, where $\mathcal L_j$ belongs to pure carrier $j$. The minimum of a sum is at least the sum of the separate minima, so
\begin{equation}
\frac1{D_{\rm mix}}\ge\sum_j\frac{y_j}{D_j^{\rm kin}} ,
\end{equation}
where $D_j^{\rm kin}$ and $D_{\rm mix}$ are the diffusivities of this kinetic equation in the pure carrier and in the mixture. Equality requires one trial function to be optimal for all carriers present.

The simplest trial function, $\phi=m_1v_z/kT$, satisfies the constraint because $\langle v_z^2\rangle=kT/m_1$. A collision with carrier $j$ changes $v_z$ by $-(\mu/m_1)g_z$ on average, and $v_z=G_z+(\mu/m_1)g_z$, where the centre-of-mass velocity $\mathbf G$ is independent of $\mathbf g$. Therefore
\begin{equation}
\langle\phi\mathcal L_j\phi\rangle
=\left(\frac{m_1}{kT}\right)^2n\pi\sigma^2
\left(\frac{\mu}{m_1}\right)^2\frac{\langle g^3\rangle_0}{3}
=\frac{4n\mu\pi\sigma^2\bar g}{3kT}=\frac1{D_{1j}} .
\end{equation}
This is the Maxwell-Stefan friction, and the trial value for the mixture is $\sum_jy_j/D_{1j}$. Since a trial value cannot lie below the minimum, $D_{1m}$ from (\ref{binary}) and (\ref{main}) is a lower bound on $D_{\rm mix}$, while the harmonic rule applied to the kinetic binary values is an upper bound.

For the example, an expansion of $h$ in ten Sonine polynomials gives $6.160\ \mathrm{cm^2/s}$, which is 0.11\% above $D_{1m}$. The harmonic rule with binary values from the same expansion lies 0.03\% above the mixture result. A trace species of 2 g/mol in carriers of 2 and 200 g/mol, with equal collision diameters, is less favourable: with ten polynomials the largest excess of the rule among light fractions from 0.05 to 0.95 is 1.7\%. The expansion converges slowly for the heavy carrier and slightly underestimates the diffusivity there; the converged excess is about 1.8\%. Additivity is thus a property of Maxwell-Stefan friction and a good approximation for these hard-sphere gases, not an identity of kinetic theory.

The parameters are rough values in the regime of metal-organic vapour-phase epitaxy of nitride films from a group-III alkyl in hydrogen and nitrogen, where growth rates of the order of a micrometre per hour are usual. Such growth normally also uses ammonia, often as a large part of the gas. It is left out here; in the friction sum it would enter as a third carrier with its own $y_j/D_{1j}$. The assumption that a cold-wall reactor breaks most plainly is uniform temperature. Thermal diffusion adds $-cD_{1m}\alpha_Tx_1\,d\ln T/dz$ to the flux and, for $\alpha_T>0$, pushes the precursor away from the hot wafer. If $\ln T$ is linear in $z$ and $cD_{1m}$ is held constant, this is the drift problem (\ref{flow}) with $P=-\alpha_T\ln(T_{\rm hot}/T_{\rm cold})$. For an assumed $\alpha_T=1$ between 600 and 1300 K, $P=-0.77$ and the flux falls to 0.66 of its isothermal value, taking the growth rate from 1.1 to about $0.7\ \mathrm{\mu m/h}$. The factor is sensitive to $\alpha_T$, which depends on the carrier: for the hard spheres of the example the first Chapman-Cowling approximation gives about 2.0 in the light gas and 0.9 in the heavy one, for flux factors of 0.42 and 0.69. Over the same range the hard-sphere $cD_{1m}$, proportional to $\sqrt T$, varies from 0.82 to 1.20 of its value at 900 K. Real molecules are softer than hard spheres: if the diameters were fitted at 300 K and $D$ grew as $T^{1.75}$ at fixed pressure instead of $T^{1.5}$, the diffusivity at 900 K would be 1.32 times the hard-sphere value. Gas-phase reactions, omitted here, would change the flux by an amount this model cannot give.

Two other assumptions hold well for these numbers. The transport free path $3D_{1m}/\bar v$, with mean precursor speed $\bar v=407$ m/s, is $4.5\ \mathrm{\mu m}$, or $5\times10^{-4}$ of the layer. Continuum friction therefore fails only within a few micrometres of the surface, where the drift $D_{1m}/(L-z)$ approaches thermal speed. The perfect sink can be replaced by a surface that removes molecules at the velocity $s_c\bar v/4$, where $s_c$ is the sticking probability. For an assumed $s_c=0.1$ this is 10 m/s, against $D_{1m}/L=0.06$ m/s for the layer. The two resistances are in series, and the flux drops by 0.6\%. A surface with far smaller $s_c$ would control the growth itself, and the rate would then hardly respond to $D_{1m}$. The numerical output lists the inputs and results behind these figures.

\section*{Computed values}
\begin{verbatim}
Molar mass, precursor: 115 g/mol
Molar masses, light and heavy carrier: 2, 28 g/mol
Diameters, precursor, light, heavy: 0.55, 0.27, 0.37 nm
Temperature: 900 K
Pressure: 100 Torr
Layer thickness: 10 mm
Precursor mole fraction at source: 2.0e-04
Carrier fractions, light and heavy: 0.50, 0.50
Film molar volume: 14.0 cm3/mol
Number density: 1.0729e+24 m^-3
Total concentration: 1.7817 mol/m3
D precursor-light: 16.183 cm2/s
D precursor-heavy: 3.799 cm2/s
D light-heavy carriers: 27.263 cm2/s
Friction term, light: 0.03090 s/cm2
Friction term, heavy: 0.13163 s/cm2
Mixture diffusivity D_1m: 6.153 cm2/s = 6.1530e-04 m2/s
Arithmetic mean (wrong rule): 9.991 cm2/s
Arithmetic mean / D_1m: 1.624
Light fraction 0.00: D rule 3.799, Boltzmann 3.805 cm2/s
Light fraction 0.25: D rule 4.697, Boltzmann 4.704 cm2/s
Light fraction 0.50: D rule 6.153, Boltzmann 6.160 cm2/s
Light fraction 0.75: D rule 8.916, Boltzmann 8.921 cm2/s
Light fraction 1.00: D rule 16.183, Boltzmann 16.183 cm2/s
Precursor flux: 2.193e-05 mol/(m2 s)
Transport-limited growth rate: 1.105 um/h
Full three-species / trace flux, x=1e-6: 1.0000003
Loading correction coefficient: 0.3079
Same, from full equations at x=1e-3: 0.3081
Flux error from example loading: 0.0062 %
Common flow Peclet number tested: 0.8
Common flow flux factor: 1.4528
Carrier composition difference: 0.10
Counterdiffusion drift number B: 0.5492
Counterdiffusion flux factor: 1.2923
Boltzmann D / Maxwell-Stefan D_1m: 1.00112
Additivity error, example: 0.0292 %
Largest additivity error, masses 2 in 2+200: 1.736 %
Lorentz-limit D, expansion / exact: 0.99749
Precursor mean speed: 407.1 m/s
Transport free path 3D/v: 4.53 um
Free path / layer: 4.53e-04
Mid-layer drift / thermal speed: 2.13e-04
Cold-wall ends assumed: 600, 1300 K
Thermal diffusion factor assumed: 1.0
Thermal diffusion flux factor: 0.663
c*D at cold and hot end / value at 900 K: 0.816, 1.202
Soft-molecule exponent assumed: 1.75
Soft / hard D if diameters fit at 300 K: 1.316
Sticking probability assumed: 0.1
Flux factor from incomplete capture: 0.9940
\end{verbatim}
